\section*{Quasispin ranks of the Coulomb interaction and seniority mixing across a shell}

\section{Definitions and conventions}

The system is one shell $l^N$ with $\Omega=2l+1$ orbitals and $2\Omega$ spin orbitals. The operator $a^\dagger_{m\sigma}$ creates an electron with projection $m$ and spin $\sigma$. Orbitals and Slater integrals $F^k$ are held fixed as $N$ changes; spin--orbit coupling and other configurations are left out. Energies are in hartree.

The multipole expansion of $1/r_{12}$, restricted to the shell, gives
\begin{equation}
V=\sum_k F^k\sum_{i<j}C^k(i)\cdot C^k(j),\qquad
A\cdot B=\sum_q(-1)^qA_qB_{-q}.
\end{equation}
Parity and the triangle rule leave $k=0,2,\ldots,2l$. The angular integrals, with $q=m-m'$, are
\begin{equation}
c(m,m')=\langle lm|C^k_q|lm'\rangle=(-1)^m\Omega
\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix}
\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.
\label{c}
\end{equation}
Replacing $(m,m')$ by $(-m',-m)$ keeps $q$. Exchanging the outer columns of the first $3j$ symbol then gives $(-1)^{2l+k}=(-1)^k$, so
\begin{equation}
c(-m',-m)=(-1)^{m'-m+k}c(m,m').\label{sym}
\end{equation}
Also, $(C^k_q)^\dagger=(-1)^qC^k_{-q}$ gives $c(m',m)=(-1)^qc(m,m')$. Finally, let $c_k^2=\Omega^2\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2$.

\section{Quasispin and seniority}

Define
\begin{equation}
Q_+=\sum_m(-1)^{l-m}a^\dagger_{m\uparrow}a^\dagger_{-m\downarrow},\quad
Q_-=Q_+^\dagger,\quad Q_z=\tfrac12(N-\Omega).
\end{equation}
Pairs with different $m$ use different spin orbitals and commute. One pair contributes $nn'-(1-n)(1-n')=n+n'-1$ to $[Q_+,Q_-]$, where $n,n'$ are its two occupations. Summing over $m$ gives $[Q_+,Q_-]=N-\Omega=2Q_z$. Since $Q_+$ adds two electrons, $[Q_z,Q_\pm]=\pm Q_\pm$. This is the algebra of an angular momentum, and
$Q^2=Q_+Q_-+Q_z(Q_z-1)$.

A state of seniority $v$ first appears at $N=v$, where $Q_-$ annihilates it: it contains no $^1S$ pair that can be removed. There $Q_z=-Q$, hence
\begin{equation}
Q=\tfrac12(\Omega-v),\quad M=\tfrac12(N-\Omega),\quad N=v,v+2,\ldots,2\Omega-v.
\end{equation}
The partners at larger $N$ are fixed, including sign, by
\begin{equation}
|N+2\rangle=\frac{Q_+|N\rangle}{\sqrt{Q(Q+1)-M(M+1)}} .
\end{equation}
$Q_+$ creates pairs with $L=S=0$, so $L$, $S$ and their projections stay the same along a chain.

\section{The interaction in one-body operators}

Let $Z^k_q=\sum_iC^k_q(i)$, with each $C^k_q$ restricted to the shell. In $Z^k\cdot Z^k$ each pair occurs twice, and the terms $i=j$ must be removed. For one electron they give
\begin{equation}
\sum_{q,m'}(-1)^qc(m,m')c(m',m)=\sum_{m'}c(m,m')^2=\frac{c_k^2}{\Omega},
\label{self}
\end{equation}
by orthogonality of the $3j$ symbols. Therefore
\begin{equation}
V=\sum_kF^k\left[\tfrac12Z^k\cdot Z^k-\frac{c_k^2}{2\Omega}N\right].
\label{V}
\end{equation}

\section{Even multipoles are quasispin vectors}

From the definition of $Q_+$,
\begin{equation}
[Q_+,a_{m\uparrow}]=-(-1)^{l-m}a^\dagger_{-m\downarrow},\qquad
[Q_+,a_{m\downarrow}]=(-1)^{l+m}a^\dagger_{-m\uparrow},
\end{equation}
while $Q_+$ commutes with creation operators. Hence
\begin{align}
[Q_+,Z^k_q]=\sum c(m,m')\big[&-(-1)^{l-m'}a^\dagger_{m\uparrow}a^\dagger_{-m'\downarrow}
\nonumber\\&+(-1)^{l+m'}a^\dagger_{m\downarrow}a^\dagger_{-m'\uparrow}\big].
\end{align}
In the second term, exchange the two operators, which gives a minus sign, and rename $(m,m')\to(-m',-m)$. Equation (\ref{sym}) turns it into $(-1)^k$ times the first, so
\begin{equation}
[Q_+,Z^k_q]=-[1+(-1)^k]P^{k\dagger}_q,\quad
P^{k\dagger}_q=\sum(-1)^{l-m'}c(m,m')a^\dagger_{m\uparrow}a^\dagger_{-m'\downarrow}.
\end{equation}
The derivation used only symmetry (\ref{sym}). A spin-free one-body tensor of odd rank, with its own reduced element in place of that of $C^k$, therefore commutes with $Q_+$. For the even ranks in $V$ the right-hand side is $-2P^{k\dagger}_q$.

To go back down, take adjoints of the elementary commutators:
\begin{equation}
[Q_-,a^\dagger_{m\uparrow}]=(-1)^{l-m}a_{-m\downarrow},\qquad
[Q_-,a^\dagger_{-m'\downarrow}]=-(-1)^{l-m'}a_{m'\uparrow}.
\end{equation}
They give
\begin{align}
[Q_-,P^{k\dagger}_q]=\sum c(m,m')\big[&(-1)^{m+m'}a_{-m\downarrow}a^\dagger_{-m'\downarrow}
-a^\dagger_{m\uparrow}a_{m'\uparrow}\big].
\end{align}
Write $a_{-m\downarrow}a^\dagger_{-m'\downarrow}=\delta_{mm'}-a^\dagger_{-m'\downarrow}a_{-m\downarrow}$. By (\ref{sym}), the operator part is the spin-down half of $-Z^k_q$; the last term above is the spin-up half. The remaining constant is $\sum_mc(m,m)$, present for $q=0$. It vanishes for $k>0$, because $\sum_m|Y_{lm}|^2$ is isotropic. Thus
\begin{equation}
[Q_-,[Q_+,Z^k_q]]=2Z^k_q\qquad(k>0,\ \text{even}).
\end{equation}
So $Z^k_q$ is component 0 of a quasispin vector $T$, whose other components are
\begin{equation}
T_{1,q}=\frac{[Q_+,Z^k_q]}{\sqrt2}=-\sqrt2P^{k\dagger}_q,\qquad
T_{-1,q}=\frac{[Q_-,Z^k_q]}{\sqrt2}=\sqrt2(-1)^qP^k_{-q}.
\end{equation}

\section{The three ranks}

Two vectors couple to ranks 0, 1 and 2, but the coefficient $\langle10\,10|10\rangle$ is zero. A product of two zero components therefore has ranks 0 and 2 alone. The rank-2 part of $T_0T'_0$ is $\frac13(2T_0T'_0+T_1T'_{-1}+T_{-1}T'_1)$. In the scalar product over $q$, the last two terms become $-2\sum_qP^{k\dagger}_qP^k_q$ and $-2\sum_qP^k_qP^{k\dagger}_q$. With
$B_k=\sum_q(P^{k\dagger}_qP^k_q+P^k_qP^{k\dagger}_q)$,
\begin{equation}
(Z\cdot Z)^{(2)}=\tfrac23(Z\cdot Z-B_k),\qquad
(Z\cdot Z)^{(0)}=\tfrac13(Z\cdot Z+2B_k).
\end{equation}
The subtraction in (\ref{V}) is linear in $N=\Omega+2Q_z$: it gives the constant $-\frac12F^kc_k^2$ and the rank-1 term $-F^kc_k^2Q_z/\Omega$.

The monopole must be treated separately, because $Z^0=N$ contains a constant:
\begin{equation}
F^0\frac{N(N-1)}2=F^0\left[2Q_z^2+(2\Omega-1)Q_z+\frac{\Omega(\Omega-1)}2\right].
\end{equation}
Here $Q_z^2=(Q_z^2-\frac13Q^2)+\frac13Q^2$ separates ranks 2 and 0. Altogether $V=V^{(0)}+V^{(1)}+V^{(2)}$, with
\begin{align}
V^{(2)}&=2F^0(Q_z^2-\tfrac13Q^2)+\sum_{k>0}\frac{F^k}{3}(Z^k\cdot Z^k-B_k),\\
V^{(1)}&=sQ_z,\qquad s=(2\Omega-1)E_{\rm av},\\
V^{(0)}&=F^0\left[\tfrac23Q^2+\tfrac12\Omega(\Omega-1)\right]
+\sum_{k>0}F^k\left[\tfrac16(Z^k\cdot Z^k+2B_k)-\tfrac12c_k^2\right],
\end{align}
where
\begin{equation}
E_{\rm av}=F^0-\frac1{\Omega(2\Omega-1)}\sum_{k>0}F^kc_k^2 .
\end{equation}
The full shell explains the name $E_{\rm av}$. It is isotropic, so $Z^k$ annihilates it for $k>0$, and (\ref{V}) gives the energy $\Omega(2\Omega-1)E_{\rm av}$. Each of the $\Omega(2\Omega-1)$ pairs of spin orbitals is occupied once, so $E_{\rm av}$ is their mean interaction.

$V^{(0)}$ conserves $Q$, and $V^{(1)}$ is diagonal. Seniority mixing comes from $V^{(2)}$ alone. The triangle rule $|Q-Q'|\le2$ limits the change of $v$ to 4. The $F^0$ term is diagonal in $v$, so mixing depends on the $F^k$ with $k>0$.

\section{One factor for all mixing elements}

The Wigner--Eckart theorem in quasispin space reads
\begin{equation}
\langle Nv\alpha|V^{(2)}|Nv'\alpha'\rangle=(-1)^{Q-M}
\begin{pmatrix}Q&2&Q'\\-M&0&M\end{pmatrix}
\langle v\alpha\|V^{(2)}\|v'\alpha'\rangle .
\end{equation}
The reduced element does not depend on $N$. The $M$ dependence is common to all rank-2 tensors, so it can be found from a convenient one.

Let $A$ be a quasispin vector and $h(M)=\langle Q,M{+}1|A_1|Q{-}1,M\rangle$. Taking $[Q_+,A_1]=0$ between $|Q{-}1,M\rangle$ and $\langle Q,M{+}2|$ gives
\begin{equation}
\sqrt{(Q-M-1)(Q+M+2)}\,h(M)=\sqrt{(Q-M-1)(Q+M)}\,h(M+1).
\end{equation}
Its solution is $h(M)=C\sqrt{(Q+M)(Q+M+1)}$. From $\sqrt2A_0=[Q_-,A_1]$,
\begin{align}
\sqrt2\langle QM|A_0|Q{-}1,M\rangle
&=\sqrt{(Q-M)(Q+M+1)}\,h(M)\nonumber\\
&\quad-\sqrt{(Q-M)(Q+M-1)}\,h(M-1)\nonumber\\
&=2C\sqrt{Q^2-M^2}.
\end{align}

The product $A_0Q_z$ again has ranks 0 and 2, and rank 0 cannot connect $Q$ with $Q-1$. Its element therefore shows the rank-2 dependence $M\sqrt{Q^2-M^2}$. For $Q'=Q-2$ use $A_0A_0$, whose only possible intermediate value is $Q-1$. For $Q'=Q$ use $3Q_z^2-Q^2$. The three laws are
\begin{align}
v,v:&\quad 3M^2-Q(Q+1),\\
v,v+2:&\quad M\sqrt{Q^2-M^2},\\
v,v+4:&\quad\sqrt{(Q^2-M^2)[(Q-1)^2-M^2]} .
\end{align}

Now divide by the value at the smallest common $N=v'$, where $M=-Q'$. The conversions are $Q+M=\frac12(N-v)$ and $Q-M=\frac12(2\Omega-N-v)$. For $Q'=Q-1$ the reference root is $\sqrt{2Q-1}=\sqrt{\Omega-v-1}$, so
\begin{equation}
R_{v,v+2}=\frac{\Omega-N}{\Omega-v-2}
\sqrt{\frac{(N-v)(2\Omega-N-v)}{4(\Omega-v-1)}} .
\label{R2}
\end{equation}
For $Q'=Q-2$ the reference product is $4(Q-1)(2Q-3)=2(\Omega-v-2)(\Omega-v-3)$, and
\begin{equation}
R_{v,v+4}=\sqrt{\frac{(N-v)(N-v-2)(2\Omega-N-v)(2\Omega-N-v-2)}
{32(\Omega-v-2)(\Omega-v-3)}} .
\label{R4}
\end{equation}
Each element at $N$ is $R$ times its value at $N=v'$, for all terms and all $F^k$.

The first factor is odd about half filling and vanishes at $N=\Omega$. If $v+2=\Omega$, the two states coexist only at $N=\Omega$; (\ref{R2}) is then undefined, but the element is zero by the triangle rule for $(1,2,0)$. The second factor is even and largest at the allowed $N$ nearest half filling.

In the dilute limit $N,v\ll\Omega$, with $p=(N-v)/2$ pairs in the state of lower seniority,
\begin{equation}
R_{v,v+2}\to\sqrt p,\qquad R_{v,v+4}\to\sqrt{p(p-1)/2}.
\end{equation}
These are the amplitudes for removing one or two quanta from $p$ bosons, relative to the first case in which this is possible. The other factors in (\ref{R2}) and (\ref{R4}) are corrections for the finite size of the shell and tend to 1 in this limit.

\section{Elements within one seniority}

Here one factor does not suffice: rank 0 contributes besides rank 2, and rank 1 adds to the diagonal elements. Let $V_N$ be the element between $\alpha$ and $\alpha'$ of the same $v$, and let $\delta=\delta_{\alpha\alpha'}$. Remove rank 1 by $D_N=V_N-sM\delta$. What remains is a constant plus $W[3M^2-Q(Q+1)]$, so
\begin{equation}
D_N-D_v=-3W(Q^2-M^2),\qquad D_{v+2}-D_v=-3W(2Q-1).
\end{equation}
Dividing, and restoring the linear term, gives for $Q\ge1$
\begin{align}
V_N&=V_v+x\,(V_{v+2}-V_v-s\delta)+\tfrac12s\delta(N-v),\label{diag}\\
x&=\frac{Q^2-M^2}{2Q-1}=\frac{(N-v)(2\Omega-N-v)}{4(\Omega-v-1)} .
\end{align}
Two values of $N$, together with $s$ when $\alpha=\alpha'$, thus fix the whole chain. For $Q=\frac12$ rank 2 vanishes, and $D$ is the same at both allowed $N$. For $Q=0$ there is one $N$.

\section{Particles and holes}

Under $M\to-M$ the elements between $v$ and $v+2$ change sign, and the other rank-2 elements do not. Reversing the sign of every second seniority undoes this change. The matrices at $N$ and $2\Omega-N$ then differ by the rank-1 term alone:
\begin{equation}
E_i(2\Omega-N)-E_i(N)=s(\Omega-N).
\end{equation}
All level spacings agree.

\section{An $f$ shell in numbers}

Take $\Omega=7$ and the round model values $F^0=0.90$, $F^2=0.40$, $F^4=0.25$, $F^6=0.18$. They give $E_{\rm av}=0.885071$ and $s=13E_{\rm av}=11.505921$.

\subsection*{Seniority 0 with 4}
At $N=4$ the $^1S$ element is $0.150867$. At $N=6$,
\begin{equation}
R_{0,4}=\sqrt{\frac{6\cdot4\cdot8\cdot6}{32\cdot5\cdot4}}=\sqrt{1.8}=1.3416,
\end{equation}
so the element is $0.15087\times1.3416=0.2024$ hartree, or $5.51$ eV. Direct evaluation gives the same value, which recurs at $N=8$.

The diagonal element for $v=0$ follows from (\ref{diag}), with $V_0=0$, $V_2=1.094079$ and $x=4\cdot10/24=5/3$:
\begin{equation}
V_4=\tfrac53(1.094079-11.505921)+2(11.505921)=5.65877 .
\end{equation}
The $v=4$ state has $5.58839$. The mean is $5.62358$ and half the difference is $0.03519$, so the $f^4$ $^1S$ levels are
\begin{equation}
5.62358\pm\sqrt{0.03519^2+0.15087^2}=5.4687,\ 5.7785 .
\end{equation}
The lower level has a $v=0$ weight of $0.386$. The coupling exceeds the separation of the diagonal elements, so seniority is a poor label for these two levels. In this model the $v=0$ diagonal element lies above the $v=4$ one. A $^1S$ pair costs $1.094$, more than the average pair, and by (\ref{diag}) this puts the $v=0$ element above the configuration average $6E_{\rm av}=5.310$. It does not by itself fix the order of the two elements, since the $v=4$ element also lies above that average.

\subsection*{Seniority 2 with 4}
The configuration $f^4$ has three $^1D$ states with $v=4$. For each $v=2$ term, take the element to the normalized combination of $v=4$ states that $V$ reaches at $N=4$, with its sign chosen to make the element positive there; its size is the root of the sum of the squared elements. The most strongly coupled $f^2$ term is then $^1D$, with $0.156786$ at $N=4$. The same combination is carried along the chain to larger $N$. At $N=6$,
\begin{equation}
R_{2,4}=\frac{7-6}{7-4}\sqrt{\frac{4\cdot6}{4\cdot4}}=\frac{\sqrt{1.5}}3=0.4082,
\end{equation}
and the element is $0.0640$. At $N=8$ and $10$ the values are $-0.0640$ and $-0.1568$.

\subsection*{Half filling}
For odd $N$, take the states with $M_L=0$ and $M_S=\frac12$, and measure a block by the root of the sum of its squared elements. The block between $v=3$ and $5$ has norm $0.3958$ at $N=5$ and vanishes at $N=7$. The block between $v=1$ and $5$ grows from $0.1431$ to $0.1753$, the factor being $\sqrt{1.5}=1.2247$. Half filling thus separates neighbouring seniorities but still mixes $v$ with $v+4$.

\subsection*{A round value at $N=8$}
The $v=0$ diagonal element at $N=8$ is $25.2=28F^0$: the higher multipoles cancel. To see why, take the two-electron state $\Omega^{-1/2}\sum_m(-1)^{l-m}|m,-m\rangle$. Symmetry (\ref{sym}) gives it $\langle C^k\cdot C^k\rangle=\Omega^{-1}\sum c(m,m')^2=c_k^2/\Omega$. The part of $s$ due to $F^k$ is $-F^kc_k^2/\Omega$, so (\ref{diag}) yields the contribution
\begin{equation}
\frac{F^kc_k^2}{\Omega}\left(2x-\frac N2\right)
=\frac{F^kc_k^2}{\Omega}\,\frac N2\left(\frac{2\Omega-N}{\Omega-1}-1\right).
\end{equation}
It vanishes at $N=\Omega+1$, which is 8 here.

\section{Tests and range of validity}

The explicit rank operators were tested in the full $d$-shell Fock space against a separation of $V$ by double commutators. In the $f$ shell, all seniority blocks with $M_L=0$ and $M_S=0$ or $\frac12$ were tested against the $N$ laws. Both tests passed; the numerical output lists the values of the $f$-shell example.

The laws compare matrix elements at fixed $F^k$. In a real series of ions the orbitals change with $N$, and the ratios of measured or separately optimized quantities then contain the change of $F^k$ as well. Configuration mixing treated by an effective three-body operator also lies outside the result: six field operators of quasispin $\frac12$ can carry rank 3, and a single rank-2 factor is then no longer guaranteed.

\section*{Computed results}
\begin{verbatim}
f shell, Omega = 7
F0, F2, F4, F6 (hartree): 0.90 0.40 0.25 0.18
pair average E_av = 0.885071 hartree
rank-1 coefficient (2 Omega-1) E_av = 11.505921 hartree
1S element v=0 to v=4: N, direct (hartree), factor R
   4 0.150867 1.000000
   6 0.202410 1.341641
     the same at N=6 in eV: 5.5078
   8 0.202410 1.341641
  10 0.150867 1.000000
f4 1S diagonal, v=0: 5.658772 hartree
f4 1S diagonal, v=4: 5.588389 hartree
f4 1S levels: 5.468663 5.778498 hartree
v=0 weight in lower, upper level: 0.38642 0.61358
shift of all levels, f4 to f10: 34.517762 hartree
f2 terms: 2S+1, L, v=2 to v=4 coupling at N=4 (hartree)
  3 1 0.064008
  1 2 0.156786
  3 3 0.082633
  1 4 0.107452
  3 5 0.100898
  1 6 0.057897
strongest: 2S+1 = 1, L = 2
its v=2 to v=4 element: N, direct (hartree), factor R
   4 0.156786 1.000000
   6 0.064008 0.408248
   8 -0.064008 -0.408248
  10 -0.156786 -1.000000
diagonal elements (hartree): N, 1S v=0, strongest term v=2
   0 0.000000
   2 1.094079 0.928533
   4 5.658772 5.563989
   6 13.694079 13.634678
   8 25.200000 25.140598
  10 40.176535 40.081751
  12 58.623683 58.458137
  14 80.541445
odd N, M_L=0, M_S=1/2: block norms (hartree) at N=5, N=7
  v=1 to 5: 0.143125 0.175292
  v=3 to 5: 0.395806 0.000000
factor R for v=1 to 5 at N=7: 1.224745
\end{verbatim}
